# Relaxation-volume tensor of a neutral defect from fixed-cell residual stress

## A ring with one wrong spring

Take a ring of $N$ springs. All but one have stiffness $k$ and natural length $a$. The odd one, the defect, has stiffness $k'$ and natural length $a+\delta$. If the ring may choose its length, every spring takes its natural length and the ring grows by $\delta$. This is the one-dimensional relaxation volume.

Now hold the length at $Na$. Every spring carries the same tension $f$. The ordinary springs stretch by $f/k$ each, and the odd one has length $a+\delta+f/k'$. The lengths must add up to $Na$:

$$
(N-1)\frac fk+\frac f{k'}+\delta=0 .
$$

With $\kappa=k/k'-1$, the sum of compliances is $(N+\kappa)/k$, so $f=-k\delta/(N+\kappa)$. The ring is compressed if $\delta>0$. Suppose that we know $f$ and the compliance $N/k$ of a perfect ring. The expansion needed to remove the tension is then estimated as

$$
\delta_{\rm est}=-\frac Nk f=\frac{N\delta}{N+\kappa}\simeq\delta\left(1-\frac{\kappa}{N}\right).
$$

For $N\gg|\kappa|$ the estimate is good, but it is not equal to $\delta$. A soft defect ($\kappa>0$) makes it too small, a stiff one too large, because a perfect ring's compliance was used for a ring that contains a defect.

A worse fault appears if the fixed length is $Na(1+\eta)$, with $\eta$ a small error of the lattice constant. The sum of extensions is now $Na\eta-\delta$, so $f=k(Na\eta-\delta)/(N+\kappa)$ and the naive estimate becomes

$$
-\frac Nk f=\frac{N(\delta-Na\eta)}{N+\kappa}.
$$

Once $N$ is large, its error grows in proportion to $N$: from there on, a larger cell makes the answer worse. The cure is to subtract the tension $f_0=ka\eta$ of a perfect ring held at the same length:

$$
-\frac Nk(f-f_0)=-N\,\frac{Na\eta-\delta-(N+\kappa)a\eta}{N+\kappa}
=\frac{N(\delta+\kappa a\eta)}{N+\kappa}.
$$

The growing term has cancelled. What is left, $\kappa a\eta$, does not grow with the ring.

## The same scheme for a crystal

Consider a periodic cell with $N$ host sites and volume $V_0$, whose shape is that of the perfect crystal at zero stress. It contains one neutral defect. A charged cell is excluded because its stress also depends on the reference chosen for the electrostatic potential.

Deform the cell by a symmetric strain $\varepsilon$, so that rotations are left out, and let $y$ denote the ionic coordinates measured in the undeformed frame. At each strain the ions relax to $y(\varepsilon)$, within one local minimum followed continuously. Then

$$
\frac{dE}{d\varepsilon_{ij}}=\frac{\partial E}{\partial\varepsilon_{ij}}
+\sum_n\frac{\partial E}{\partial y_n}\frac{dy_n}{d\varepsilon_{ij}}
=\frac{\partial E}{\partial\varepsilon_{ij}}\equiv V_0T_{ij}(\varepsilon),
$$

because the forces $-\partial E/\partial y_n$ vanish. One relaxed calculation therefore gives the slope of the relaxed energy in all six strain directions.

At $\varepsilon=0$, $T$ is the ordinary stress, positive in tension. At finite strain the two differ by factors of relative order $\varepsilon$, and both vanish at the same small strain. Subtracting the stress of the perfect cell of the same shape, computed with the same settings, defines the residual stress and the elastic dipole:

$$
\sigma=T(0)-T_{\rm bulk}(0),\qquad P_{ij}=-V_0\,\sigma_{ij}.
$$

A defect that pushes outward puts the fixed cell under compression, so $\sigma<0$ and $P>0$. To first order in strain the defect's energy changes by $-P_{ij}\varepsilon_{ij}$, with repeated indices summed.

The strain that would remove $\sigma$ from a perfect crystal is $-S:\sigma$, where $S$ is the bulk compliance. Multiplied by the cell volume it gives the relaxation-volume tensor

$$
\Omega=-V_0\,S:\sigma=S:P .
$$

For a cubic crystal, $S$ follows by inverting two relations. Off the diagonal, $T_{ij}=2C_{44}\varepsilon_{ij}$. On the diagonal, $T_{ii}=(C_{11}-C_{12})\varepsilon_{ii}+C_{12}\,{\rm tr}\,\varepsilon$ (no sum), and the sum over $i$ gives ${\rm tr}\,T=(C_{11}+2C_{12})\,{\rm tr}\,\varepsilon$. Hence

$$
\Omega_{ij}=\frac{P_{ij}}{2C_{44}}\ (i\ne j),\qquad
\Omega_{ii}=\frac{1}{C_{11}-C_{12}}\left[P_{ii}-\frac{C_{12}\,{\rm tr}P}{C_{11}+2C_{12}}\right].
$$

The elastic constants must include the relaxation of the atoms inside the strained perfect cell. With internal displacements $u$, the quadratic energy is $\tfrac12V_0\,\varepsilon C^0\varepsilon+u\Lambda\varepsilon+\tfrac12uHu$. Minimization gives $u=-H^{-1}\Lambda\varepsilon$, and insertion gives

$$
V_0C=V_0C^0-\Lambda^{T}H^{-1}\Lambda .
$$

Since $H$ is positive in a stable crystal, the clamped-ion stiffness $C^0$ is never softer than $C$. In the silicon model used below only $C_{44}$ differs: it is 109.8 GPa with clamped ions and 56.5 GPa with relaxed ones. The clamped value would nearly halve $\Omega_{xy}$ and leave the diagonal components unchanged.

## Why direct relaxation gives a different number

Let the cell and the ions relax together, to the strain $\varepsilon^*$ at which $T(\varepsilon^*)=0$, and define $\Omega_{\rm dir}=V_0\varepsilon^*$. With the perfect cell free of stress, $\sigma=T(0)$. Expand the condition about the fixed shape:

$$
0=\sigma+C_{\rm def}:\varepsilon^*+\tfrac12T'':\varepsilon^*\varepsilon^*+\dots
$$

Here $C_{\rm def}$ is the stiffness of the cell with its defect. Solve for $-\sigma$, apply $V_0S$, and subtract $V_0\varepsilon^*=V_0S:C:\varepsilon^*$:

$$
\Omega-\Omega_{\rm dir}=V_0S:\left[(C_{\rm def}-C):\varepsilon^*+\tfrac12T'':\varepsilon^*\varepsilon^*\right]+\dots
$$

The first term is the ring's $\kappa$ in tensor form. The second is anharmonicity, absent from the ring. For one defect per cell, $\varepsilon^*$ and $C_{\rm def}-C$ both scale as $1/N$, while $T''$ tends to its bulk value. Since $V_0\propto N$, both terms fall as $1/N$. Agreement in a single cell is thus not the right criterion for a correct implementation. If both routes follow the same structure, the gap should fall as $1/N$ and the two tensors should share one limit.

Each tensor also has its own size dependence. The strain field of a dipole falls as $1/r^3$, and the periodic images sit at distances proportional to the cell edge, so the image strain at the defect scales as $1/V_0$. It changes $P$ in proportion. Linear extrapolation in $1/N$ covers this leading effect too.

In a given cell the gap can be removed without a variable-cell optimizer. Starting from $\varepsilon_0=0$, repeat

$$
\varepsilon_{n+1}=\varepsilon_n-S:\left[T(\varepsilon_n)-T_{\rm bulk}(0)\right],
$$

relaxing the ions at each fixed shape. Near the solution the bracket is $C_{\rm def}:(\varepsilon_n-\varepsilon^*)$, so the error is multiplied by $1-S:C_{\rm def}$ at each step. The iteration converges if all eigenvalues of this operator are smaller than one in magnitude. In the ring the factor is $\kappa/(N+\kappa)$. If the defect only softens a cell that remains stable, the iteration may be slow but still converges near the solution. It diverges if the defect more than doubles the cell's stiffness for some strain, and it can fail if the defect jumps to another minimum.

The procedure is therefore:

1. Relax the perfect cell and compute its relaxed-ion elastic constants.
2. Insert the defect, relax the ions at fixed shape, and subtract the perfect-cell stress.
3. Form $P$ and $\Omega$.
4. Displace these ions slightly at random, so that no symmetry is imposed, and relax the cell to obtain $\Omega_{\rm dir}$. If the symmetry is lost, the two routes describe different structures.
5. Repeat steps 2 to 4 in a larger cell and, if the structure is the same throughout, extrapolate both tensors in $1/N$.

## A split interstitial in silicon

The example is the ⟨110⟩ split self-interstitial, in which two atoms share one site. Energies, forces and stresses come from the Stillinger–Weber potential. In a first-principles calculation a density-functional code supplies these three quantities and the procedure is unchanged. The values below belong to this potential. It has no electrons, hence no charge states and no electronic Jahn–Teller effect.

The potential gives $C_{11}=151.4$, $C_{12}=76.4$ and $C_{44}=56.5$ GPa. In the 216-site cell, $V_0=4325$ Å$^3$, the pair lies along [110] with a separation of 2.47 Å. The residual stress is $\sigma_{xx}=\sigma_{yy}=-0.859$, $\sigma_{zz}=-0.626$ and $\sigma_{xy}=-0.191$ GPa. Since 1 eV/Å$^3$ is 160.2 GPa,

$$
P_{xx}=4325\times\frac{0.859}{160.2}=23.2\ {\rm eV},
$$

and likewise $P_{zz}=16.9$ and $P_{xy}=5.15$ eV. The trace is 63.3 eV. With $C_{12}/(C_{11}+2C_{12})=0.2512$, the subtracted term is 15.90 eV. With $C_{11}-C_{12}=0.468$ eV/Å$^3$ and $2C_{44}=0.705$ eV/Å$^3$,

$$
\Omega_{xx}=\frac{23.20-15.90}{0.468}=15.6,\quad
\Omega_{zz}=\frac{16.90-15.90}{0.468}=2.1,\quad
\Omega_{xy}=\frac{5.15}{0.705}=7.3\ \text{Å}^3 .
$$

Relaxing the cell with the symmetry of the defect kept gives 15.58, 1.63 and 7.47 Å$^3$. In this example "direct" always refers to this symmetric structure; its stability is discussed below the table. The norm of the difference is 2.3 % of the norm of $\Omega_{\rm dir}$, yet $\Omega_{zz}$ alone is off by 31 % of its direct value. This component is small, and it also has the largest absolute gap: 0.51 Å$^3$, against 0.02 Å$^3$ in $\Omega_{xx}$ and 0.16 Å$^3$ in $\Omega_{xy}$. For the same relative accuracy, $\Omega_{zz}$ needs a larger cell here than the trace does.

| Sites | Trace, stress route (Å$^3$) | Trace, direct (Å$^3$) | Gap norm (Å$^3$) |
|---|---|---|---|
| 64 | 34.22 | 32.57 | 2.10 |
| 216 | 33.33 | 32.78 | 0.56 |
| 512 | 33.08 | 32.85 | 0.23 |

Between the two larger cells the gap falls as $N^{-1.00}$. Extrapolation from these cells, $(512\,\Omega_{512}-216\,\Omega_{216})/296$, gives a trace of 32.90 Å$^3$ by either route, or 1.64 atomic volumes. The 64-site cell was not used in the fit and can judge it. The fitted lines predict traces of 34.35 and 32.49 Å$^3$ there, within 0.15 Å$^3$ of those found. Single components do less well: the line for the direct $\Omega_{zz}$ predicts about 1.0 Å$^3$, but 0.63 Å$^3$ is found. In the trace this miss is largely cancelled by misses of opposite sign in $\Omega_{xx}$ and $\Omega_{yy}$.

The direct values belong to a freed structure that keeps the symmetry of the fixed-cell one. The formulas apply to it, because they need only zero forces and zero stress. At 64 and 216 sites, however, it is a saddle point of the freed cell, not a minimum. If the atoms are first displaced slightly at random, the relaxation ends in a less symmetric structure. Its energy is lower by 22.7 meV at 64 sites and by 8.1 meV at 216, and its traces are 33.18 and 33.56 Å$^3$. It also has components $\Omega_{xz}$ and $\Omega_{yz}$, which vanish in the symmetric structure, of magnitude 2.7 Å$^3$ at 64 sites and 2.4 Å$^3$ at 216. At 216 sites its $\Omega_{xy}$ is 8.1 Å$^3$ instead of 7.5.

The table therefore compares the two routes for the symmetric structure, not for the stable freed cell. Whether the distortion survives in the dilute limit was not resolved. A repeat from displaced atoms is a necessary check whenever a cell is freed.

The two causes of the gap were separated by computing the stress at $\pm\varepsilon^*/2$. Half the path forward and half backward give the linear and quadratic terms of $T$ without using the stress at the end point. At 216 sites the stiffness term has norm 0.54 Å$^3$ and the anharmonic term 0.26 Å$^3$; at 512 sites they are 0.23 and 0.10 Å$^3$. Norms of tensors do not add, but the tensor sum reproduces the gap in both cells to within 20 % of its norm plus 0.02 Å$^3$. At 64 sites the anharmonic norm is 0.22 Å$^3$, less than at 216, so that part does not yet follow $1/N$ in the smallest cell. The reason was not resolved.

At 216 sites the repeated correction has relative strain errors of $2.3\times10^{-2}$, $1.5\times10^{-3}$ and $1.1\times10^{-4}$ after one, two and three steps, measured against direct relaxation. The first error is the gap itself. The second step, one further relaxation at fixed shape, already removes most of it.

The stress itself was tested against the definition of $P$. In the 64-site cell, for a strain direction with components $xx=1$, $yy=0.7$, $zz=0.4$, $xy=0.5$, finite differences of relaxed energies and the stress both give a slope of $-52.51$ eV.

## Stress errors and the choice of cell

Suppose that the lattice constant is too large by a fraction $\eta$. The dipole without subtraction acquires the error $-V_0C_{\rm def}:\eta\mathbf 1$, whose bulk part is $-3KV_0\eta$ on each diagonal component, with $K$ the bulk modulus. For $\eta=10^{-3}$, $K=101.4$ GPa and 216 sites this is $-8.2$ eV, and the trace of $\Omega$ changes by $-3V_0\eta=-13$ Å$^3$. The computed dipole error has norm 14.5 eV, against 37.6 eV for $P$ itself. With the perfect-cell stress subtracted, the error becomes $-V_0(C_{\rm def}-C):\eta\mathbf 1$ to first order. Its norm is 0.31 eV, below 1 % of $P$.

In plane-wave calculations the subtraction also removes the part of the basis-set stress common to both cells. A pressure error $\delta p$ that does not cancel changes the trace by $V_0\,\delta p/K$ in magnitude. For 0.01 GPa and 216 sites this is

$$
4325\times\frac{0.01}{101.4}=0.43\ \text{Å}^3 .
$$

At fixed $\delta p$ this error grows with $N$, while the finite-size error falls. Here the stress-route trace exceeds its extrapolated limit by about $93/N$ Å$^3$, and the pressure error is $0.0020N$ Å$^3$; they are equal near $N=220$. For this defect and this stress accuracy, a much larger cell does not improve a single stress-based trace unless the stress is converged further. Direct relaxation has nearly the same sensitivity, because it drives the cell to a wrong zero of stress.

## Energy, volume and applied stress

To quadratic order, $E(\varepsilon)=E(0)+V_0(\sigma:\varepsilon+\tfrac12\varepsilon:C_{\rm def}:\varepsilon)$. At the minimum $C_{\rm def}:\varepsilon^*=-\sigma$, so the energy released by freeing the cell is

$$
E(0)-E(\varepsilon^*)=-\tfrac12V_0\,\sigma:\varepsilon^*=\frac{P:\Omega_{\rm dir}}{2V_0}.
$$

At 216 sites $P:\Omega_{\rm dir}=827$ eV Å$^3$, which gives 95.6 meV; the relaxed energies differ by 95.3 meV. Freeing the cell does not remove the size error of the formation energy. The fixed-cell values, 4.468 eV at 216 sites and 4.436 eV at 512, extrapolate to 4.41 eV, whereas the symmetric freed 216-site cell has $4.468-0.095=4.37$ eV. It still interacts with its images.

The trace is the volume change to first order. The full change is $V_0[\det(1+\varepsilon^*)-1]$, whose second-order part is $\tfrac12V_0[({\rm tr}\,\varepsilon^*)^2-\varepsilon^*:\varepsilon^*]$. At 64 sites this part is 0.16 Å$^3$, and it falls as $1/N$.

The relaxation volume compares cells with equal numbers of sites. The formation volume also counts the atom taken from the crystal to make the interstitial. It is the pressure slope of the formation enthalpy, $V_{\rm def}-(N+1)V_0/N$ at zero pressure, so one atomic volume is subtracted: $32.90-20.02=12.9$ Å$^3$ in the dilute limit of the symmetric structure. At 64 sites its cell volumes give 12.71 Å$^3$, and so does the enthalpy slope between $\pm0.2$ GPa.

The tensor says more than its trace. For the symmetric structure the extrapolated components are $\Omega_{xx}=\Omega_{yy}=15.51$, $\Omega_{zz}=1.88$ and $\Omega_{xy}=7.29$ Å$^3$. Along [110] the principal value is $15.51+7.29=22.8$ Å$^3$, along $[1\bar10]$ it is $15.51-7.29=8.2$ Å$^3$, and along [001] it is 1.9 Å$^3$. The crystal expands most along the pair. Under an applied stress $\tau$ the strain is $S:\tau$, and the energy $-P:\varepsilon$ becomes $-\Omega:\tau$. To first order, a tension of 1 GPa along [110] therefore favours pairs along it over pairs along $[1\bar10]$ by $14.6/160.2=0.09$ eV. Relaxing the 216-site cell under tension for each orientation of the pair, with the symmetry free to break, gives 0.025 eV at 0.25 GPa and 0.10 eV at 1 GPa. The linear law with the symmetric tensor gives 0.023 and 0.091 eV. These relaxations end in the less symmetric structure, however, and its $\Omega_{xy}$ of 8.1 Å$^3$ at 216 sites gives 0.025 and 0.101 eV. The linear law holds when the tensor belongs to the structure actually present.

## How far the numbers carry over

The model's lattice constant, 5.43 Å, and bulk modulus, near 100 GPa, are close to those of real silicon. Its shear constants are not: $C_{44}$ is 56 GPa against about 80 GPa, and $C_{11}-C_{12}$ is 75 GPa against about 102 GPa. With the dipole held fixed, the real elastic constants would lower $\Omega_{xy}$ from 7.3 to about 5.2 Å$^3$ and raise $\Omega_{zz}$ at 216 sites from 2.1 to about 4.9 Å$^3$. The dipole depends on the bonding model too: changing the potential's angular stiffness by $+10$ or $-10$ % changes ${\rm tr}P$ at 64 sites by $+11$ or $-11$ %. The bulk modulus stays the same, so the stress-route trace of $\Omega$ changes by the same percentages. This is a sensitivity, not a bound on the distance from real silicon. Real self-interstitials can also be charged, which this model cannot assess.

Processing breaks the static-lattice assumption. If $\Delta F$ is the vibrational free energy of the defect cell minus that of the perfect cell, its pressure changes the trace by $-(1/K)\,d\Delta F/d\ln V$ to first order. In the 64-site cell, a central difference over length changes of $\pm0.3$ % gives $-1.0$ Å$^3$ from zero-point motion, $-2.8$ Å$^3$ at 300 K and about $-11$ Å$^3$ at 1300 K, each including the zero-point part. The soft modes change strongly over this step: with $\pm0.1$ % the three values are about $-0.9$, $-2.4$ and $-9.5$ Å$^3$. At 1300 K the change is thus roughly a third of the static trace. It is a rough estimate: quasi-harmonic, isotropic, from one small cell, with the static bulk modulus and lattice constant. The softest mode of this cell has a force constant of only 0.24 eV/Å$^2$. At 1300 K, where $k_BT=0.11$ eV, the harmonic amplitude of its normal coordinate would be $\sqrt{0.11/0.24}\approx0.7$ Å. The mode is spread over about eight atoms, and the atom that moves most would have an amplitude of about 0.3 Å from this mode alone, more than a tenth of a bond length, so the harmonic form is doubtful there. The size of the estimate suggests that, for this model, the static tensor should not be used at annealing temperatures without a better calculation of the thermal part. Nor is the split pair the model's most stable interstitial: in the 64-site cell another structure has a fixed-cell energy lower by 0.76 eV. A hot defect can change its structure, and the tensor of a single structure may then not be enough. The numerical output lists all components for the three cells.

## Numbers as computed

```
lattice constant 5.4309 A, atomic volume 20.023 A^3
C11 151.42, C12 76.42, C44 56.45, K 101.42 GPa
split pair vector, 216 sites: [ 1.747  1.747 -0.   ] A, length 2.471 A
tensor components are listed as xx yy zz yz xz xy
--- 64 sites: V0 1281.50 A^3, fixed-cell Ef 4.6151 eV
residual stress -2.969 -2.969 -2.186 -0.000 0.000 -0.644 GPa
dipole P 23.748 23.748 17.481 0.000 -0.000 5.147 eV
Omega from stress 15.867 15.867 2.480 0.000 -0.000 7.304 A^3
Omega direct 15.969 15.969 0.630 0.000 0.000 7.993 A^3
traces: stress 34.215, direct 32.567 A^3
gap norm 2.0959 A^3 = 8.30 % of direct
gap parts (norms): stiffness 1.9664, anharmonic 0.2241 A^3
--- 216 sites: V0 4325.05 A^3, fixed-cell Ef 4.4678 eV
residual stress -0.859 -0.859 -0.626 0.000 0.000 -0.191 GPa
dipole P 23.200 23.200 16.898 -0.000 -0.000 5.151 eV
Omega from stress 15.598 15.598 2.136 -0.000 -0.000 7.310 A^3
Omega direct 15.575 15.575 1.627 -0.000 -0.000 7.469 A^3
traces: stress 33.331, direct 32.777 A^3
gap norm 0.5573 A^3 = 2.28 % of direct
gap parts (norms): stiffness 0.5411, anharmonic 0.2561 A^3
--- 512 sites: V0 10251.97 A^3, fixed-cell Ef 4.4357 eV
residual stress -0.360 -0.360 -0.261 -0.000 0.000 -0.080 GPa
dipole P 23.058 23.058 16.709 0.000 -0.000 5.142 eV
Omega from stress 15.548 15.548 1.986 0.000 -0.000 7.298 A^3
Omega direct 15.538 15.538 1.771 -0.000 0.000 7.364 A^3
traces: stress 33.082, direct 32.847 A^3
gap norm 0.2343 A^3 = 0.96 % of direct
gap parts (norms): stiffness 0.2308, anharmonic 0.1032 A^3
--- gap falls as N^-1.004 between 216 and 512 sites
extrapolated, stress 15.512 15.512 1.876 0.000 -0.000 7.289 A^3
extrapolated, direct 15.511 15.511 1.876 -0.000 0.000 7.287 A^3
extrapolated direct trace 32.899 A^3 = 1.6430 atomic volumes
extrapolated stress trace 32.900 A^3
formation volume from direct trace 12.876 A^3
64 sites: formation volume 12.709, enthalpy slope 12.708 A^3
64 sites: energy slope -52.5120, from stress -52.5116 eV
216 sites, strain error per stress step: 2.3e-02 1.5e-03 1.1e-04 6.0e-06 1.5e-06
216 sites, energy release 95.326, formula 95.619 meV
0.1 % lattice offset, dipole error: raw 14.481, subtracted 0.309 eV
0.01 GPa pressure error, 216 sites: 0.426 A^3 in trace
softest force constant, 64 sites: 0.2351 eV/A^2
vibrational change of trace: 0 K -0.990, 300 K -2.811, 1300 K -11.488 A^3
angular stiffness +10 %: 3.659, -10 %: -3.973 A^3
```
